# Negative lattice energy, positive field energy: point charges in a neutralising background: a program that tests the result

```python
"""
Result under test: for point charges q on a lattice in a uniform neutralising
background, the lattice energy E_M is a DIFFERENCE of positive field energies,
    E_M = limit of [ W(s) - S(s) ] as the charge size s goes to zero,
W = field energy per cell = (1/4 pi) * integral of |E|^2   (always positive),
S = field energy of one isolated charge of the same size   (diverges).
E_M is negative for compact cells, positive for very long or very flat ones,
and never below -1.8 q^2/R_s, with R_s the radius of a sphere of cell volume.
Units: Rydberg atomic units (e^2 = 2), lengths in bohr, charge q = 1.
Gaussian charges have density proportional to exp(-r^2/s^2).
"""
from itertools import permutations, product
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

RY_IN_EV = physical_constants["Rydberg constant times hc in eV"][0]
PI = np.pi


def gauss_nodes(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def lattice_vectors(cell, cutoff):
    """Nonzero lattice vectors shorter than cutoff; rows of cell are the basis."""
    limits = np.ceil(cutoff * np.linalg.norm(np.linalg.inv(cell).T, axis=1))
    axes = [np.arange(-int(m), int(m) + 1) for m in limits]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    vectors = grid @ cell
    length = np.linalg.norm(vectors, axis=1)
    return vectors[(length > 1e-9) & (length < cutoff)]


def lattice_energy(cell, split=1.0):
    """Ewald value of E_M in Ry; the result must not depend on split."""
    cell = np.asarray(cell, float)
    volume = abs(np.linalg.det(cell))
    eta = split * np.sqrt(PI) / volume ** (1 / 3)
    R = np.linalg.norm(lattice_vectors(cell, 6.5 / eta), axis=1)
    reciprocal = 2 * PI * np.linalg.inv(cell).T
    G2 = np.sum(lattice_vectors(reciprocal, 13 * eta) ** 2, axis=1)
    return (np.sum(erfc(eta * R) / R)
            + 4 * PI / volume * np.sum(np.exp(-G2 / (4 * eta**2)) / G2)
            - 2 * eta / np.sqrt(PI) - PI / (volume * eta**2))


def squared_wavevectors(edges, g_max):
    """|G|^2 for all nonzero G of a box with the given edges."""
    parts = []
    for edge in edges:
        m = int(np.ceil(g_max * edge / (2 * PI)))
        parts.append((2 * PI * np.arange(-m, m + 1) / edge) ** 2)
    G2 = (parts[0][:, None, None] + parts[1][None, :, None]
          + parts[2][None, None, :]).ravel()
    return G2[G2 > 1e-14]


def gaussian_field_energy(edges, s):
    G2 = squared_wavevectors(edges, 8.5 / s)
    return 4 * PI / np.prod(edges) * np.sum(np.exp(-G2 * s**2 / 2) / G2)


def gaussian_self_energy(s):
    """Isolated Gaussian, from its radial field by quadrature."""
    from scipy.special import erf

    def integrand(x):
        enclosed = erf(x) - 2 * x / np.sqrt(PI) * np.exp(-x * x)
        return (enclosed / x) ** 2
    inner = quad(integrand, 1e-12, 8, epsabs=1e-12, limit=200)[0]
    return (inner + 1 / 8) / s


L = 20.0
volume = L**3
R_s = (3 * volume / (4 * PI)) ** (1 / 3)
cubic = L * np.eye(3)
E_M = lattice_energy(cubic)
assert abs(E_M - lattice_energy(cubic, 1.3)) < 1e-12

# --- Direct road: sum of potentials of neutral cubes (point + its background)
u, wu = gauss_nodes(24, 0, 1)
U, V = np.meshgrid(u, u, indexing="ij")
W2 = np.outer(wu, wu)
own_cube = 3 * np.sum(W2 / np.sqrt(1 + U**2 + V**2))
x, wx = gauss_nodes(12, -0.5, 0.5)
X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
W3 = wx[:, None, None] * wx[None, :, None] * wx[None, None, :]
neighbours = 0.0
for a in range(11):
    for b in range(a + 1):
        for c in range(b + 1):
            if 0 < a * a + b * b + c * c <= 100:
                copies = len(set(permutations((a, b, c))))
                copies *= 2 ** sum(k > 0 for k in (a, b, c))
                spread = np.sum(W3 / np.sqrt((a-X)**2 + (b-Y)**2 + (c-Z)**2))
                neighbours += copies * (1 / np.sqrt(a*a + b*b + c*c) - spread)
# mean potential of the cell follows from the second moment of a neutral cube
mean_potential = 2 * PI / 3 * np.sum(W3 * (X**2 + Y**2 + Z**2))
E_direct = (-own_cube + neighbours - mean_potential) / L
# tolerance: the sum over cubes is cut at ten cell edges
assert abs(E_direct - E_M) * L < 1e-4

# --- Gaussian charges: field energy, self-energy and the remaining terms
image_R = np.linalg.norm(lattice_vectors(cubic, 6 * L), axis=1)
widths = [8.0, 2.0, 1.0, 0.5]
table = []
for s in widths:
    W = gaussian_field_energy([L, L, L], s)
    S = np.sqrt(2 / PI) / s
    assert abs(S - gaussian_self_energy(s)) < 1e-8
    size_term = 2 * PI * s**2 / volume
    overlap = np.sum(erfc(image_R / (np.sqrt(2) * s)) / image_R)
    assert W > 0
    assert abs(W - (S + E_M + size_term - overlap)) < 1e-10
    table.append((s, W, S, W - S, size_term, overlap))
gaps = [abs(row[3] - E_M) for row in table]
assert gaps[1] > gaps[2] > gaps[3] and gaps[3] < 3e-4


# --- True point charges: square of the field integrated over the real cube
def cube_points(inner_radius):
    """Nodes and weights for 1/24 of the cube outside a central ball, times 24."""
    uu, wuu = gauss_nodes(14, 0, 1)
    t, wt = gauss_nodes(40, 0, 1)
    points, weights = [], []
    for (p, wp), (q, wq) in product(zip(uu, wuu), zip(uu, wuu)):
        stretch = np.sqrt(1 + p * p + q * q)
        span = L * stretch / 2 - inner_radius
        r = inner_radius + span * t
        points.append(r[:, None] * np.array([p, q, 1.0]) / stretch)
        weights.append(24 * wp * wq / stretch**3 * span * wt * r**2)
    return np.concatenate(points), np.concatenate(weights)


def field_without_central_charge(points):
    eta = np.sqrt(PI) / L
    field = np.zeros_like(points)
    images = np.vstack([np.zeros(3), lattice_vectors(cubic, 4.6 * L)])
    for k, image in enumerate(images):
        d = points - image
        dist = np.linalg.norm(d, axis=1)
        factor = (erfc(eta * dist)
                  + 2 * eta * dist / np.sqrt(PI) * np.exp(-(eta * dist) ** 2))
        if k == 0:
            factor = factor - 1
        field += (factor / dist**3)[:, None] * d
    for G in lattice_vectors(2 * PI / L * np.eye(3), 4.1 * 2 * PI / L):
        g2 = G @ G
        wave = np.sin(points @ G) * np.exp(-g2 / (4 * eta**2)) / g2
        field += 4 * PI / volume * wave[:, None] * G
    return field


points, weights = cube_points(0.0)
r = np.linalg.norm(points, axis=1)
rest = field_without_central_charge(points)
cross = 2 * np.sum(points * rest, axis=1) / r**3
inside_change = np.sum(weights * (cross + np.sum(rest**2, axis=1))) / (4 * PI)
# energy of the isolated charge's field in all space outside the cube
outside_isolated = 12 / PI * np.sum(W2 / (1 + U**2 + V**2) ** 2) / L
assert abs(inside_change - outside_isolated - E_M) * L < 1e-6
assert inside_change < 0 < outside_isolated

holes = []
for radius in (2.0, 1.0):
    points, weights = cube_points(radius)
    r = np.linalg.norm(points, axis=1)
    total = points / r[:, None] ** 3 + field_without_central_charge(points)
    W_out = np.sum(weights * np.sum(total**2, axis=1)) / (4 * PI)
    correction = (4 * PI / 3 * radius**2 / volume
                  - (4 * PI / 3) ** 2 * radius**5 / (5 * volume**2))
    assert abs(W_out - (1 / radius + E_M + correction)) * L < 1e-6
    holes.append((radius, W_out, 1 / radius, W_out - 1 / radius))

# --- Sphere in place of the cell: field from the enclosed charge
sphere_inside = quad(lambda t: (((1 - (t / R_s)**3) / t**2)**2 - t**-4) * t**2,
                     1e-5, R_s)[0]
sphere_outside = quad(lambda t: t**-2, R_s, np.inf)[0]
assert abs(sphere_inside * R_s + 0.8) < 1e-6
assert abs(sphere_outside * R_s - 1.0) < 1e-6
sphere_energy = sphere_inside - sphere_outside

# --- Floor: uniformly charged balls of radius R_s
G2 = squared_wavevectors([L, L, L], 50 * 2 * PI / L)
y = np.sqrt(G2) * R_s
form = 3 * (np.sin(y) - y * np.cos(y)) / y**3
W_ball = 4 * PI / volume * np.sum(form**2 / G2)


def potential_moment(t):
    """Integral of t * (potential of a unit ball charge) from 0 to t."""
    if t < R_s:
        return (1.5 * R_s**2 * t**2 - t**4 / 4) / (2 * R_s**3)
    return 5 * R_s / 8 + t - R_s


pair = 3 / (2 * R_s**3 * L) * quad(
    lambda t: t * (potential_moment(L + t) - potential_moment(L - t)),
    0, R_s, points=[L - R_s], epsabs=1e-11)[0]
ball_overlap = 6 * (1 / L - pair)   # only the six nearest balls overlap
floor = -1.8 / R_s
assert ball_overlap > 0 and W_ball > 0
# tolerance: the ball has a sharp edge, so its wavevector sum is truncated
assert abs(E_M - (W_ball + floor + ball_overlap)) < 1e-7

cells = {"sc": np.eye(3),
         "bcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / 2,
         "fcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2}
scaled = {}
for name, cell in cells.items():
    radius = (3 * abs(np.linalg.det(cell)) / (4 * PI)) ** (1 / 3)
    scaled[name] = lattice_energy(cell) * radius
    assert -1.8 < scaled[name] < 0


# --- The sign is not guaranteed: tetragonal cells of unit volume
def tetragonal(ratio):
    a = ratio ** (-1 / 3)
    return lattice_energy(np.diag([a, a, ratio * a]))


unit_radius = (3 / (4 * PI)) ** (1 / 3)
for ratio in np.geomspace(0.1, 10, 25):
    assert tetragonal(ratio) * unit_radius > -1.8
long_crossing = brentq(tetragonal, 1, 8, xtol=1e-11)
flat_crossing = brentq(tetragonal, 0.1, 1, xtol=1e-11)
assert tetragonal(0.1) > 0 > tetragonal(1) and tetragonal(8) > 0
half = mp.mpf(1) / 2
beta_half = (mp.zeta(half, mp.mpf(1) / 4) - mp.zeta(half, mp.mpf(3) / 4)) / 2
square_constant = float(4 * mp.zeta(half) * beta_half)
assert abs(long_crossing + 3 * square_constant / PI) < 1e-6

a_long, c_long, s_long = 10.0, 60.0, 1.0
E_long = lattice_energy(np.diag([a_long, a_long, c_long]))
sheet_part = PI * c_long / (3 * a_long**2)
plane_part = square_constant / a_long
assert abs(E_long - sheet_part - plane_part) < 1e-9
W_long = gaussian_field_energy([a_long, a_long, c_long], s_long)
S_long = np.sqrt(2 / PI) / s_long
size_long = 2 * PI * s_long**2 / (a_long**2 * c_long)
assert abs(W_long - S_long - E_long - size_long) < 1e-9
assert W_long > S_long

# --- Self-energy cancels when two cell sizes are compared
L_big = 40.0
W_big = gaussian_field_energy([L_big] * 3, 1.0)
E_big = lattice_energy(L_big * np.eye(3))
change_W = W_big - table[2][1]
change_E = E_big - E_M
change_size = 2 * PI * (1 / L_big**3 - 1 / L**3)
assert abs(change_W - change_E - change_size) < 1e-10

print(f"Charge q = 1 e, cubic edge L = {L:.1f} bohr, R_s = {R_s:.4f} bohr")
print(f"Lattice energy E_M (Ewald) = {E_M:.6f} Ry = {E_M*RY_IN_EV:.4f} eV")
print(f"E_M * L = {E_M*L:.6f} Ry bohr")
print(f"E_M from direct sum over neutral cubes = {E_direct:.6f} Ry")
print("Gaussian charges in the cube, energies in Ry:")
print("s (bohr)  W field    S self     W-S        size term  overlap")
for row in table:
    print(f"{row[0]:7.1f} " + " ".join(f"{v:10.6f}" for v in row[1:]))
print(f"s = {widths[0]:.1f} bohr: S + E_M alone = {table[0][2]+E_M:.6f} Ry")
print("Point charges, ball of radius b removed, energies in Ry:")
print("b (bohr)  W outside ball   1/b        difference")
for row in holes:
    print(f"{row[0]:7.1f}   {row[1]:10.6f}   {row[2]:10.6f}   {row[3]:10.6f}")
print(f"Cube: change of field energy inside cell = {inside_change:.6f} Ry")
print(f"Cube: isolated field energy outside cell = {outside_isolated:.6f} Ry")
print(f"Cube: inside change minus outside = "
      f"{inside_change-outside_isolated:.6f} Ry")
print(f"Sphere: change of field energy inside = {sphere_inside:.6f} Ry")
print(f"Sphere: isolated field energy outside = {sphere_outside:.6f} Ry")
print(f"Sphere: inside change minus outside = {sphere_energy:.6f} Ry")
print(f"Floor -1.8/R_s = {floor:.6f} Ry")
print(f"Balls of radius R_s: field energy = {W_ball:.6f} Ry")
print(f"Balls of radius R_s: overlap term D = {ball_overlap:.6f} Ry")
for name, value in scaled.items():
    print(f"{name}: E_M * R_s = {value:.6f} Ry bohr")
print(f"Sign change, long cell: c/a = {long_crossing:.4f} (no unit)")
print(f"Sign change, flat cell: c/a = {flat_crossing:.4f} (no unit)")
print(f"Square-lattice constant = {square_constant:.6f} (no unit)")
print(f"Long cell: a = {a_long:.1f} bohr, c = {c_long:.1f} bohr, "
      f"s = {s_long:.1f} bohr")
print(f"Long cell: E_M = {E_long:.6f} Ry = {E_long*RY_IN_EV:.4f} eV")
print(f"Long cell: sheet part = {sheet_part:.6f} Ry")
print(f"Long cell: in-plane part = {plane_part:.6f} Ry")
print(f"Long cell: W = {W_long:.6f} Ry, S = {S_long:.6f} Ry")
print(f"Long cell: W - S = {W_long-S_long:.6f} Ry, "
      f"size term = {size_long:.6f} Ry")
print(f"Cube L = {L_big:.1f} bohr, s = 1.0 bohr: W = {W_big:.6f} Ry, "
      f"E_M = {E_big:.6f} Ry")
print(f"From L = {L:.0f} to {L_big:.0f} bohr: change of W = {change_W:.6f} Ry")
print(f"From L = {L:.0f} to {L_big:.0f} bohr: change of E_M = {change_E:.6f} Ry")
print(f"From L = {L:.0f} to {L_big:.0f} bohr: change of size term = "
      f"{change_size:.6f} Ry")
print("every check passed")
```

Running it gives:

```
Charge q = 1 e, cubic edge L = 20.0 bohr, R_s = 12.4070 bohr
Lattice energy E_M (Ewald) = -0.141865 Ry = -1.9302 eV
E_M * L = -2.837297 Ry bohr
E_M from direct sum over neutral cubes = -0.141865 Ry
Gaussian charges in the cube, energies in Ry:
s (bohr)  W field    S self     W-S        size term  overlap
    8.0   0.004234   0.099736  -0.095501   0.050265   0.003902
    2.0   0.260219   0.398942  -0.138723   0.003142   0.000000
    1.0   0.656805   0.797885  -0.141079   0.000785   0.000000
    0.5   1.454101   1.595769  -0.141669   0.000196   0.000000
s = 8.0 bohr: S + E_M alone = -0.042129 Ry
Point charges, ball of radius b removed, energies in Ry:
b (bohr)  W outside ball   1/b        difference
    2.0     0.360228     0.500000    -0.139772
    1.0     0.858659     1.000000    -0.141341
Cube: change of field energy inside cell = -0.058746 Ry
Cube: isolated field energy outside cell = 0.083119 Ry
Cube: inside change minus outside = -0.141865 Ry
Sphere: change of field energy inside = -0.064480 Ry
Sphere: isolated field energy outside = 0.080600 Ry
Sphere: inside change minus outside = -0.145079 Ry
Floor -1.8/R_s = -0.145079 Ry
Balls of radius R_s: field energy = 0.002131 Ry
Balls of radius R_s: overlap term D = 0.001083 Ry
sc: E_M * R_s = -1.760119 Ry bohr
bcc: E_M * R_s = -1.791859 Ry bohr
fcc: E_M * R_s = -1.791747 Ry bohr
Sign change, long cell: c/a = 3.7245 (no unit)
Sign change, flat cell: c/a = 0.2402 (no unit)
Square-lattice constant = -3.900265 (no unit)
Long cell: a = 10.0 bohr, c = 60.0 bohr, s = 1.0 bohr
Long cell: E_M = 0.238292 Ry = 3.2421 eV
Long cell: sheet part = 0.628319 Ry
Long cell: in-plane part = -0.390026 Ry
Long cell: W = 1.037224 Ry, S = 0.797885 Ry
Long cell: W - S = 0.239339 Ry, size term = 0.001047 Ry
Cube L = 40.0 bohr, s = 1.0 bohr: W = 0.727050 Ry, E_M = -0.070932 Ry
From L = 20 to 40 bohr: change of W = 0.070245 Ry
From L = 20 to 40 bohr: change of E_M = 0.070932 Ry
From L = 20 to 40 bohr: change of size term = -0.000687 Ry
every check passed
```
